# Rode's iteration for polar-optical scattering: when to iterate and when to stop

## Definitions and the setting

Algebra is in atomic units, $\hbar=e=m_e=1$, and temperature $T$ is an energy. The electron has charge $-1$. The model contains:

- one isotropic parabolic band, $E=k^2/2m$, with speed $v=k/m$;
- one polar-optical phonon of energy $\omega$, independent of wave vector, held in equilibrium with occupation $N=1/(e^{\omega/T}-1)$;
- a weak, uniform, steady field $F$ along $z$, so the force on an electron is $-F$;
- the equilibrium Fermi function $f(E)$, with $f'=df/dE=-f(1-f)/T$. Write $f_\pm=f(E\pm\omega)$ and $k_\pm=k(E\pm\omega)$.

The dielectric constants with frozen and with relaxed ions are $\epsilon_\infty$ and $\epsilon_0$, and $\kappa=1/\epsilon_\infty-1/\epsilon_0$.

A mobility limited by electron–phonon scattering can be computed with either of two solvers. One option uses the total scattering-out rate as an inverse relaxation time. The other iterates the linearized Boltzmann equation, and needs a tolerance, a maximum number of sweeps and an energy window. In this model the first option is the first sweep of the second, so the cost of stopping there can be measured.

## The coupling

Let $M_q$ be the amplitude for an electron to absorb a phonon of wave vector $\mathbf q$ in volume $V$. For electrons at fixed positions $\mathbf r_j$, put $\rho_q=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$. Each mode has energy $\omega b^\dagger b+M_q\rho_q b+M_q^*\rho_q^*b^\dagger$. Completing the square lowers it by $|M_q|^2|\rho_q|^2/\omega$. For two electrons the cross terms in $|\rho_q|^2$ are $2\cos[\mathbf q\cdot(\mathbf r_1-\mathbf r_2)]$, so the phonon-mediated pair interaction has Fourier component $-2|M_q|^2/\omega$.

Relaxing the ions must change the Coulomb component from $4\pi/(V\epsilon_\infty q^2)$ to $4\pi/(V\epsilon_0q^2)$, a change of $-4\pi\kappa/(Vq^2)$. Hence
$$|M_q|^2=\frac{2\pi\omega\kappa}{Vq^2}.$$
Screening by the carriers is left out.

## Scattering out and scattering in

The golden rule gives the rate from $\mathbf k$ to $\mathbf k'$, with $\mathbf q=\mathbf k'-\mathbf k$:
$$W_{kk'}=2\pi|M_q|^2\left[N\delta(E'-E-\omega)+(N+1)\delta(E'-E+\omega)\right].$$
Let $f_k=f+\delta f$ be the full distribution. Its collision term is $\sum_{k'}[W_{k'k}f_{k'}(1-f_k)-W_{kk'}f_k(1-f_{k'})]$. To first order in $\delta f$ this becomes
$$\sum_{k'}\Big\{\delta f_{k'}\left[W_{k'k}(1-f)+W_{kk'}f\right]-\delta f_k\left[W_{kk'}(1-f(E'))+W_{k'k}f(E')\right]\Big\}.$$
For a partner at $E+\omega$, going up carries $N$ and coming down carries $N+1$. For a partner at $E-\omega$ the two are exchanged. The statistical weights are therefore

- out, partner above: $N(1-f_+)+(N+1)f_+=N+f_+$;
- out, partner below: $(N+1)(1-f_-)+Nf_-=N+1-f_-$;
- in, partner above: $(N+1)(1-f)+Nf=N+1-f$;
- in, partner below: $N(1-f)+(N+1)f=N+f$.

**Angular integrals.** Let $\theta$ be the angle between $\mathbf k$ and the field, and $u$ the cosine of the angle between $\mathbf k$ and $\mathbf k'$. Since $\delta f\propto\cos\theta$, averaging $\cos\theta'$ over the azimuth of $\mathbf k'$ about $\mathbf k$ leaves $u\cos\theta$. The radial integral is $\int k'^2dk'\,\delta(k'^2/2m-E')=mk'$. The constants combine to
$$\frac{V}{(2\pi)^3}\cdot2\pi\cdot\frac{2\pi\omega\kappa}{V}\cdot mk'\cdot2\pi=\omega\kappa mk'.$$
What remains is $\int_{-1}^1du\,u^l/(k^2+k'^2-2kk'u)$, with $l=0$ for out and $l=1$ for in. For $l=0$ it equals $L/(kk')$, where
$$L=\ln\left|\frac{k+k'}{k-k'}\right|.$$
For $l=1$, put $a=k^2+k'^2$ and $b=2kk'$, and use $u/(a-bu)=-1/b+(a/b)/(a-bu)$. The integral is $-2/b+(a/b)L/(kk')=G/(kk')$, with
$$G=\frac{k^2+k'^2}{2kk'}L-1.$$
So the out and in kernels are $(\omega\kappa m/k)L$ and $(\omega\kappa m/k)G$, each times its statistical weight. The ratio $G/L$ is the mean cosine of the scattering angle.

## The equation to iterate

To first order the steady Boltzmann equation equates $-F\,\partial f/\partial k_z=-Ff'(k/m)\cos\theta$ to the linearized collision term. Write
$$\delta f=\frac{F}{m}f'(E)\,\chi(E)\cos\theta,\qquad\chi=k\tau.$$
As $f'<0$, positive $\chi$ means drift against the field, as it should for electrons.

Dividing by $Ff'\cos\theta/m$ multiplies each in-scattering weight by $f'(E')/f'(E)$. Detailed balance simplifies the product. In equilibrium $(N+1)f_+(1-f)=Nf(1-f_+)$, because $N/(N+1)=e^{-\omega/T}$ and $f_+/(1-f_+)=e^{-\omega/T}f/(1-f)$. Hence
$$f_+(N+1-f)=(N+1)f_+(1-f)+Nff_+=Nf,$$
$$(1-f)(N+f_+)=N(1-f)(1-f_+)+(N+1)f_+(1-f)=N(1-f_+).$$
Multiply the first line by $1-f_+$ and the second by $f$. The right sides agree, so
$$(N+1-f)f_+(1-f_+)=(N+f_+)f(1-f).\tag{1}$$
In-scattering from above thus acquires the out-scattering weight $N+f_+$. Equation (1) moved down by $\omega$ gives $N+1-f_-$ for the partner below. The result is
$$S\chi(E)=k+A_+\chi(E+\omega)+A_-\chi(E-\omega),\tag{2}$$
$$S=\frac{\omega\kappa m}{k}\left[(N+f_+)L_++(N+1-f_-)L_-\right],$$
$$A_+=\frac{\omega\kappa m}{k}(N+f_+)G_+,\qquad A_-=\frac{\omega\kappa m}{k}(N+1-f_-)G_-.$$
Here $L_\pm,G_\pm$ use $k'=k_\pm$. Terms with the lower partner are absent for $E<\omega$.

Rode's iteration starts from $\chi_0=0$ and repeats
$$\chi_{n+1}=\frac{k+A_+\chi_n(E+\omega)+A_-\chi_n(E-\omega)}{S}.$$
The first sweep gives $\tau=1/S$, the relaxation-time option.

The drift velocity is the average of $v\cos\theta$. With $\langle\cos^2\theta\rangle=1/3$, $k^2dk=mk\,dE$ and drift velocity $-\mu F$,
$$\mu=\frac{\int k^2\chi(-f')\,dE}{3m^2\int kf\,dE}.\tag{3}$$
For constant $\tau$, integration by parts with $dk/dE=m/k$ turns the numerator into $3m\tau\int kf\,dE$, so $\mu=\tau/m$.

## Implementation

Energies $\varepsilon+n\omega$ with $0<\varepsilon<\omega$ form a ladder, and different ladders do not mix.

1. Write $\int_0^\infty h(E)\,dE=\int_0^\omega d\varepsilon\sum_nh(\varepsilon+n\omega)$. Substitute $\varepsilon=\omega s^2$, $d\varepsilon=2\omega s\,ds$, and use Gauss–Legendre points in $s$. This removes the $\sqrt\varepsilon$ behaviour at each threshold.
2. Tabulate $S$ and $A_\pm$ once. At the top rung keep the full $S$, including absorption to the omitted rung, and set $\chi=0$ above.
3. Sweep all rungs from the old values, then evaluate (3).

With one phonon energy, (2) is tridiagonal on each ladder and can also be solved by elimination. That direct solution is the reference for the errors below.

## Why it converges, and how fast

The function $1/(a-bu)$ is positive and increases with $u$, so $G>0$. Since $|u|\le1$ and $|u|<1$ inside the interval, $G<L$. Every row sum $(A_++A_-)/S$ is therefore below one. On a finite ladder let $Q<1$ be the largest. The error $\chi-\chi_n$ obeys (2) without the source $k$, so its maximum falls at least by the factor $Q$ per sweep. Since source and coefficients are positive, $\chi_n$ and $\mu_n$ rise monotonically. In this model the relaxation-time option is thus a lower bound on the mobility.

The actual rate follows from a symmetry. Let $p=kf(1-f)$. Then $pA_+$ at $E$ is $\omega\kappa m(N+f_+)f(1-f)G_+$, and $pA_-$ at $E+\omega$ is $\omega\kappa m(N+1-f)f_+(1-f_+)G_+$. By (1) they are equal. The iteration matrix $B=S^{-1}A$ is therefore self-adjoint in the inner product with weight $pS$, and its eigenvalues $x$ are real. Let $\rho$ be the largest $|x|$; then $\rho\le Q$. Since $B$ joins neighbouring rungs and has no diagonal, reversing the sign of an eigenvector on alternate rungs turns $x$ into $-x$. Eigenvalues come in pairs $\pm x$.

The iterates are $\chi_n=\sum_{j<n}B^j(k/S)$, and the numerator of (3) is proportional to the inner product of $k/S$ with $\chi$. The mobility increments are therefore moments of a positive measure $\nu$ on the eigenvalues:
$$c_j=\mu_{j+1}-\mu_j=\int x^j\,d\nu(x).$$
For even $j$, the Cauchy–Schwarz inequality gives $c_{j+2}^2\le c_jc_{j+4}$. The two-sweep ratio $c_{j+2}/c_j$ never decreases, and it stays at or below $\rho^2$. In odd increments the members of a pair $\pm x$ partly cancel, so successive changes can alternate between relatively large and relatively small.

**A stopping rule.** For even $j$, $c_{j+1}\le\rho c_j$ and $c_{j+2}\le\rho^2c_j$. Hence, for even $n$,
$$\mu-\mu_n=\sum_{j\ge n}c_j\le c_n(1+\rho)(1+\rho^2+\rho^4+\dots)=\frac{c_n}{1-\rho}.$$
Subtracting $c_n$ gives, after an odd number $M=n+1$ of sweeps,
$$\mu-\mu_M\le\frac{\rho}{1-\rho}(\mu_M-\mu_{M-1}).\tag{4}$$
The row sum $Q$ may replace $\rho$, since $\rho\le Q$ and the factor grows with $\rho$. It costs one pass over tabulated coefficients.

**Long ladders.** At high energy $k_\pm\to k$, and $G/L\to1-1/L$ with $L\approx\ln(4E/\omega)$. The mean cosine approaches one, but only logarithmically. The symmetrized element between neighbouring rungs then tends to
$$\frac{\sqrt{N(N+1)}}{2N+1}=\frac{1/[2\sinh(\omega/2T)]}{\coth(\omega/2T)}=\frac12\,\mathrm{sech}\frac{\omega}{2T}.$$
A uniform chain with element $b$ has spectrum from $-2b$ to $2b$, and deviations that die out along the chain do not move these edges of the essential spectrum. An infinite ladder therefore has $\rho\ge\mathrm{sech}(\omega/2T)$.

## Worked example

Take round model parameters $m=0.1$, $\epsilon_\infty=10$, $\epsilon_0=12.5$, $\omega=0.04$ eV, $T=0.025$ eV, and a Fermi level 0.15 eV below the band edge. Then $\kappa=0.02$, $N=0.2530$, and the Fröhlich constant $\alpha=\kappa\sqrt{m/2\omega}$ is 0.1166.

At $E=0.06$ eV the prefactor is $\omega\kappa m/k=\alpha\omega\sqrt{\omega/E}=0.1166\times0.04\times0.8165=3.81\times10^{-3}$ eV. The partner above has $L=2.063$, $G=1.131$; the one below has $L=1.317$, $G=0.521$. Neglecting the small $f_\pm$,

- $S=3.81\times10^{-3}(0.253\times2.063+1.253\times1.317)=8.27\times10^{-3}$ eV;
- $A_+=3.81\times10^{-3}\times0.253\times1.131=1.09\times10^{-3}$ eV;
- $A_-=3.81\times10^{-3}\times1.253\times0.521=2.49\times10^{-3}$ eV.

The program, which keeps $f_\pm$, gives $2.48\times10^{-3}$ eV for the last. The row sum is 0.43. Iteration on 40 rungs gives the following, with errors relative to the direct solution:

| Sweeps | $\mu$, Å²/(V fs) | Error |
|---|---|---|
| 1 | 27473 | 40% |
| 2 | 36674 | 20% |
| 3 | 41894 | 9.0% |
| 4 | 43894 | 4.6% |
| 5 | 45057 | 2.1% |
| 6 | 45518 | 1.1% |
| 10 | 45994 | 0.07% |

The direct solution is 46025 Å²/(V fs), or about 4600 cm²/(V s); the first sweep gives about 2750 cm²/(V s). These digits serve to measure convergence. The scattering energy $S$ above is about a third of $T$, so the golden rule itself is not accurate to such a level.

From sweep 5 to 6 the mobility changes by 461, yet the remaining error is 507: the last change is not an error bound. At sweep 5 the change is 1164. With $\rho=0.588$, rule (4) gives $1.43\times1164\approx1660$, against a true error of 968. With $Q=0.802$ it gives about 4700, safe but loose.

The per-sweep factor from even increments climbs from 0.44 to 0.50 over increments $c_0$ to $c_{12}$, still below $\rho$. Lengthening the ladder from 10 to 40 rungs raises $\rho$ from 0.531 to 0.588, while the mobility changes by about one part in $10^5$. The added rungs thus raise $\rho$, and loosen rule (4), while hardly changing the mobility. At 400 rungs $\rho$ is 0.645, still well short of the edge value 0.748.

The numerical check also compares a dilute case with simulated random flights, which obtain the mobility from the velocity autocorrelation and never use $G$. They give $46270\pm290$ Å²/(V fs), against 46049 from (2).

## Low temperature: a small change can mislead

Let $T\ll\omega$ in a dilute band, and put $e=E/\omega\ll1$, $x=k/k_+$, so $x^2\approx e$. Only absorption is possible, and $L_+\approx2x(1+x^2/3)$. With $k_+=\sqrt{2m\omega(1+e)}$,
$$S\approx2\alpha\omega N\left(1-\frac e2+\frac e3\right)=2\alpha\omega N\left(1-\frac e6\right).$$
The electron then emits almost at once. Since $G_+\approx(1+x^2)(1+x^2/3)-1\approx4x^2/3$, the mean cosine of each event is $G_+/L_+\approx2x/3$. At the upper rung $\chi(E+\omega)\approx(2x/3)\chi(E)$; the terms dropped there lack the large factor $1/N$. The return adds $(2x/3)^2S\chi=(4e/9)S\chi$ to (2), so
$$\chi\approx\frac{k}{2\alpha\omega N}\left(1+\frac e6+\frac{4e}9\right)=\frac{k}{2\alpha\omega N}\left(1+\frac{11e}{18}\right).$$
The weight in (3) is $E^{3/2}e^{-E/T}$, with mean energy $5T/2$. Therefore
$$\mu\approx\frac{1}{2\alpha\omega Nm}\left(1+\frac{55}{36}\frac T\omega\right).$$
The first sweep misses the $4e/9$ term, a relative deficit of $10T/9\omega$ to leading order. For dilute carriers one sweep is thus adequate when $T/\omega$ is small compared with the accuracy wanted.

The second sweep does not reveal this deficit. It uses $\chi_1(E+\omega)=k_+/S(E+\omega)$, which lacks the factor $1/N$, so the change is exponentially small. With $S(E+\omega)\approx2\alpha\omega x$, $\chi(E)$ gains $(2x/3)k_+/(2\alpha\omega x)=k_+/3\alpha\omega$, a relative $(2N/3)k_+/k$. The upper rung gains $(2x/3)\chi_1(E)$ with relative weight $Nk_+^2/k^2$ in (3), an equal amount. The average of $k_+/k\approx e^{-1/2}$ (here $e=E/\omega$) over the weight $E^{3/2}\exp(-E/T)$ is $\sqrt{\omega/T}/\Gamma(5/2)$, so the mobility changes by a relative amount of about $N\sqrt{\omega/T}$. The return first enters at sweep 3. A test on the change from sweep 1 to 2 would stop too early, which is why (4) is applied after odd sweeps.

## Guidance

**Solver.** Iterate unless the carriers are dilute and $T\ll\omega$. With the Fermi level $E_F$ inside the band, the current is carried near $E_F$, where $k/k_+$ and hence the mean cosine do not vanish as $T\to0$, so the first-sweep deficit stays finite. For $T\ll E_F<\omega$ the return argument above gives a deficit of about $(G_+/L_+)^2$ taken at $E_F$. This is about $4E_F/9\omega$, and so small, when $E_F\ll\omega$, and about 0.16 at $E_F=\omega/2$. In the example stopping at the relaxation-time result costs 40% of the mobility. With the Fermi level at the band edge it costs 45% (22379 against 40714 Å²/(V fs)), though screening and plasmon coupling, omitted here, would matter there.

**Sweeps.** The example needs 7 sweeps for 1% relative error, 13 for $10^{-4}$ and 20 for $10^{-6}$. These counts belong to this $T/\omega$ and this dilute filling; at other temperatures or Fermi levels let rule (4) decide.

**Tolerance.** Test after odd sweeps, from the third on, and multiply the last change by $Q/(1-Q)$. A tolerance on the bare change at every sweep is not safe, even when set several times below the error wanted: for $T\ll\omega$ the change after an even sweep carries the exponentially small factor $N$, so such a test can stop at sweep 2. If only changes are reported, read them after odd sweeps.

**Energy window.** For dilute carriers and constant $\tau$, the weight beyond $E_{\max}=yT$ is roughly $y^{3/2}e^{-y}/\Gamma(5/2)$. At $y=16$, ten rungs here, this is $5\times10^{-6}$, of the same order as the change found. For degenerate carriers measure the window from the Fermi level, because $f(1-f)$ decays from there.

**Other scattering.** Isotropic elastic scattering adds to $S$ but not to $A_\pm$, because its mean cosine is zero. It lowers every row sum, and so the bound $Q$.

**Other bands.** The monotone rise and rule (4) were derived for an isotropic band with positive $G$. In an anisotropic or multiband calculation the in-scattering terms can have either sign, and several phonon energies destroy the separate ladders. There the sweep counts are starting values, to be checked by tightening the tolerance.

## Computed results

```
band mass 0.1 m_e, eps_inf 10.0, eps_0 12.5
phonon energy 0.040 eV, kT 0.025 eV
Fermi level -0.150 eV from band edge
kappa 0.0200, Froehlich alpha 0.1166, N 0.2530
electron density 1.8689e-09 1/A^3
k at 0.02, 0.06, 0.10 eV: 0.02291 0.03968 0.05123 1/A
0.06->0.10 eV: L 2.0634, G 1.1311, G/L 0.5482
0.06->0.02 eV: L 1.3170, G 0.5207, G/L 0.3954
S at 0.06 eV: 8.26951e-03 eV
A_up at 0.06 eV: 1.09025e-03 eV
A_down at 0.06 eV: 2.48319e-03 eV
sweep, mobility in A^2/(V fs), relative error:
   1  27473.381  4.031e-01
   2  36673.908  2.032e-01
   3  41893.905  8.976e-02
   4  43893.559  4.631e-02
   5  45057.217  2.103e-02
   6  45518.117  1.101e-02
   8  45901.232  2.689e-03
  10  45994.189  6.690e-04
  15  46024.038  2.045e-05
  20  46024.944  7.592e-07
direct solution 46024.979 A^2/(V fs)
  = 4602.50 cm^2/(V s)
first sweep = 2747.34 cm^2/(V s)
sweeps for relative error 1e-02: 7
sweeps for relative error 1e-04: 13
sweeps for relative error 1e-06: 20
sweeps for relative error 1e-08: 27
per-sweep factor from even increments 0,2,4,...:
  0.4359 0.4721 0.4846 0.4920 0.4972 0.5012
spectral radius, 10 rungs: 0.53090
spectral radius, 20 rungs: 0.55352
spectral radius, 40 rungs: 0.58793
spectral radius, 400 rungs: 0.64470
largest row sum, 40 rungs: 0.80171
essential-spectrum edge sech(w/2kT): 0.74770
10-rung mobility, relative change -1.19e-05
dilute limit, direct 46049.1 A^2/(V fs)
random flights 46268.4 +- 289.0 A^2/(V fs)
low-T slope at kT=w/200: 1.5208, 55/36=1.5278
Fermi level at edge: direct 40713.9 A^2/(V fs)
Fermi level at edge: first sweep 22378.7 A^2/(V fs)
```
